# Mims ENDOR blind spots and the central hole of Davies ENDOR

Anyone who turns calculated hyperfine couplings into a simulated pulsed ENDOR spectrum must decide what intensity to give each line. Equal weights can mislead: a coupling that is really present may give no Mims signal at the chosen delay, and a small coupling may give almost no Davies signal at the chosen pulse length. The theorem below supplies both weights for a single coupled nucleus, and with them a rule for choosing the Mims delay and an estimate for the Davies pulse length.

## Setting and assumptions

An electron spin $S=1/2$ is coupled to one nuclear spin $I=1/2$. In the frame rotating with the microwave and radio-frequency (RF) carriers,

$$\frac{H}{\hbar}=\Delta S_z+aS_zI_z+\delta I_z,\qquad a=2\pi A .$$

Here $\Delta$ is the electron offset, $\delta$ the nuclear offset, and $A$ the hyperfine coupling as an ordinary frequency. Frequencies are given in MHz and times in µs. For nuclear state $m=\pm1/2$ the electron precesses at

$$\Omega_m=\Delta+am,\qquad \Omega_m-\Omega_{-m}=2ma=\pm a. \tag{1}$$

A nuclear flip thus shifts the electron frequency by $\pm A$. Conversely, the nuclear frequency offset is $\delta+a/2$ in the electron state $\alpha$ and $\delta-a/2$ in $\beta$. The two ENDOR lines lie at $\nu_I\pm A/2$ when $|A|<2\nu_I$, where $\nu_I$ is the nuclear Larmor frequency.

The sequences are

- Mims: $\pi/2-\tau-\pi/2-T-\pi/2-\tau-$ echo;
- Davies: $\pi-T-\pi/2-\tau'-\pi-\tau'-$ echo.

The RF pulse acts during $T$. The assumptions are these.

1. The coupling is secular. A term $S_zI_x$, which would let microwave pulses change the nuclear state, is negligible.
2. The initial state has electron polarization but no nuclear polarization.
3. The distribution $g(\Delta)$ is smooth and much broader than $|A|$, $1/\tau$ and the width of the Davies hole. Also $T$ exceeds the sum of the other two intervals by a time long compared with the inverse width of $g$.
4. Relaxation is neglected until the last proposition.
5. The Mims microwave pulses are ideal: their bandwidth covers all offsets that contribute.
6. The Davies inversion pulse is rectangular, has length $t_p$ and nutation frequency $\omega_1=\pi/t_p$, and is a $\pi$ pulse on resonance. The detection pulses are exact on resonance. The echo is integrated over its whole duration, with other signals outside the gate.

Let $E_{\rm off}$ and $E_{\rm on}$ be the echoes without and with RF, and define the ENDOR response as

$$R=1-\frac{E_{\rm on}}{E_{\rm off}} .$$

Dividing the change by $2E_{\rm off}$ instead would halve every response below.

**Theorem.** Let $p_\alpha$ and $p_\beta$ be the probabilities that the RF pulse flips the nucleus in the two electron states. Then

$$R_{\rm M}=(p_\alpha+p_\beta)\sin^2(\pi A\tau), \tag{2}$$

$$R_{\rm D}=(p_\alpha+p_\beta)\,[1-P(A)],\qquad
P(A)=\frac{\sin^2\!\left(\frac{\pi}{2}\sqrt{1+x^2}\right)}{1+x^2},\quad x=2At_p. \tag{3}$$

An ideal $\pi$ pulse on one resolved nuclear line has $p_\alpha+p_\beta=1$, so $R_{\rm M}=\sin^2(\pi A\tau)$.

## Three lemmas

**Lemma 1 (flip probability).** A spin 1/2 with detuning $d$, driven at nutation frequency $\omega$ for a time $t$, flips with probability

$$p=\frac{\omega^2}{\omega^2+d^2}\sin^2\!\left(\frac{t}{2}\sqrt{\omega^2+d^2}\right). \tag{4}$$

*Proof.* Write the Hamiltonian as $dI_z+\omega I_x=\Omega_e\,\mathbf n\cdot\mathbf I$, with $\Omega_e=\sqrt{\omega^2+d^2}$ and $n_x=\omega/\Omega_e$. Since $(2\mathbf n\cdot\mathbf I)^2=1$, the propagator is

$$U=\cos\frac{\Omega_et}{2}-2i\,\mathbf n\cdot\mathbf I\,\sin\frac{\Omega_et}{2}.$$

Its matrix element between the two $I_z$ states is $-in_x\sin(\Omega_et/2)$, because $n_y=0$ and $2I_x$ has off-diagonal element 1. The squared modulus is (4). $\square$

For RF tuned to the $\alpha$ line, $\delta=-a/2$. The detunings are then $0$ in $\alpha$ and $-a$ in $\beta$. A pulse with $\omega_2t=\pi$ gives $p_\alpha=1$ and $p_\beta\le\omega_2^2/(\omega_2^2+a^2)$. The other line is left alone when $|a|\gg\omega_2$.

**Lemma 2 (coherence during the RF period).** Electron coherence present during $T$ does not contribute to either detected echo.

*Proof.* Give each contribution an electron coherence order $q_j\in\{0,\pm1\}$ in each of the three intervals $t_j$. The term $\Delta S_z$ commutes with the hyperfine term and with the RF drive, so the contribution carries the phase factor

$$\exp[-i\Delta(q_1t_1+q_2t_2+q_3t_3)].$$

Averaging over a broad $g(\Delta)$ removes it unless the bracket is close to zero. Here close means within the inverse width of $g$. Because $T$ exceeds the sum of the other intervals by much more than that, this requires order zero during $T$. Finite pulses add phases on the scale of their own lengths, which are short compared with the delays. $\square$

The remaining two orders must be opposite and nonzero, which is the condition for an echo.

**Lemma 3 (mixing of polarization).** Before the RF pulse, let the electron polarization in nuclear state $m$ be $M_m$, in units of its initial value. After the pulse it is

$$M'_m=(1-\bar p)M_m+\bar pM_{-m},\qquad \bar p=\frac{p_\alpha+p_\beta}{2}. \tag{5}$$

*Proof.* Microwave pulses conserve $m$. Within each $m$ the initial deviation from equal populations is proportional to $S_z$, hence traceless, and unitary evolution keeps it traceless. The population deviations before RF are therefore $M_m/2$ in $(\alpha,m)$ and $-M_m/2$ in $(\beta,m)$. The RF pulse acts separately in $\alpha$ and $\beta$ and gives

$$\begin{aligned}
P'_{\alpha m}&=\tfrac12[(1-p_\alpha)M_m+p_\alpha M_{-m}],\\
P'_{\beta m}&=-\tfrac12[(1-p_\beta)M_m+p_\beta M_{-m}].
\end{aligned}$$

Their difference is (5). Their sum may be nonzero, but it multiplies the unit operator of the electron, which microwave pulses leave unchanged and which gives no transverse signal.

The RF pulse can also create nuclear coherence, with elements connecting $m$ to $-m$. Later microwave pulses and free evolution are diagonal in $m$, so such elements stay between different $m$. The detected operators $S_x$ and $S_y$ are also diagonal in $m$, and their trace with these elements is zero. $\square$

The RF pulse therefore acts on the echo by moving stored polarization between electron packets separated by $A$.

## Proof for Mims ENDOR

A $\pi/2$ pulse generated by $S_x$ takes $S_z\to-S_y$, $S_y\to S_z$ and $S_x\to S_x$. Free precession through an angle $\phi$ takes

$$S_x\to S_x\cos\phi+S_y\sin\phi,\qquad
S_y\to S_y\cos\phi-S_x\sin\phi .$$

With $\phi_m=\Omega_m\tau$, the preparation gives

$$S_z\to-S_y\to-S_y\cos\phi_m+S_x\sin\phi_m
\to-S_z\cos\phi_m+S_x\sin\phi_m .$$

Lemma 2 removes the $S_x$ part. What is stored is a periodic grating of polarization across the EPR line,

$$M_m=-\cos(\Omega_m\tau), \tag{6}$$

with period $1/\tau$ in ordinary frequency. By Lemma 3, the RF pulse changes it to

$$M'_m=-C_m,\qquad C_m=(1-\bar p)\cos\phi_m+\bar p\cos\phi_{-m}.$$

The third pulse turns $-C_mS_z$ into $+C_mS_y$. After the second delay $\tau$ this has become

$$C_m\left(S_y\cos\phi_m-S_x\sin\phi_m\right).$$

For the $S_y$ signal two averages over $\Delta$ are needed. Using (1) and $\Omega_m+\Omega_{-m}=2\Delta$,

$$\begin{aligned}
\langle\cos^2\phi_m\rangle&=\tfrac12+\tfrac12\langle\cos2\Omega_m\tau\rangle\to\tfrac12,\\
\langle\cos\phi_m\cos\phi_{-m}\rangle&=\tfrac12\cos(a\tau)+\tfrac12\langle\cos2\Delta\tau\rangle\to\tfrac12\cos(a\tau).
\end{aligned}$$

The oscillating averages vanish because the line is much broader than $1/\tau$. Both values of $m$ give the same result, so

$$E_{\rm on}=\tfrac12[1-\bar p+\bar p\cos(a\tau)],\qquad E_{\rm off}=\tfrac12 .$$

The $S_x$ signal contains $-\langle\cos\phi_m\sin\phi_m\rangle\to0$ and

$$-\langle\cos\phi_{-m}\sin\phi_m\rangle\to-\tfrac12\sin(2ma\tau).$$

The latter has opposite signs for $m=\pm1/2$ and cancels in the sum over nuclear states. Finally,

$$R_{\rm M}=\bar p[1-\cos(a\tau)]=2\bar p\sin^2\frac{a\tau}{2}
=(p_\alpha+p_\beta)\sin^2(\pi A\tau). \qquad\square$$

**Corollary 1 (blind spots).** When $p_\alpha+p_\beta\ne0$, the Mims response vanishes at

$$A=\frac n\tau,\qquad n=0,\pm1,\pm2,\ldots \tag{7}$$

The sine-squared factor is largest at $A=(n+\tfrac12)/\tau$. At a blind spot the RF pulse may still flip every resonant nucleus. The grating has then been shifted by a whole number of its periods and coincides with itself, so the echo cannot register the flip. At a maximum the shifted grating is opposite to the original one. With one nuclear line inverted, half of the polarization in each packet has been exchanged, the two gratings cancel, and the echo disappears.

In the spectrum the blind positions are $|\nu_I\pm n/(2\tau)|$. Changing $\tau$ moves all of them except $n=0$. A second delay can therefore reveal a coupling hidden at $n\ne0$, but the response always vanishes at $A=0$.

These statements hold for one nucleus. If $N$ equivalent nuclei share a line, a selective RF $\pi$ pulse flips all of them, and the response becomes $R_{\rm M}=\tfrac12[1-\cos^N(2\pi A\tau)]$. For $N=2$ it vanishes at $A=n/(2\tau)$, so the maxima of (2) turn into blind spots: at $A=1$ MHz and $\tau=0.5$ µs the response is 0 instead of 1. The Davies response changes too: for $N=2$ and a broad line it is $\tfrac12[1-P(2A)]$, at most one half. Summing single-nucleus weights is justified only when the change caused by each nucleus is small.

Equation (2) is periodic without limit because the pulses were taken as ideal. Real rectangular $\pi/2$ pulses of length $t_{90}$ matter even when $|A|$ is below their bandwidth: precession during the pulses lengthens the effective delay, and $\tau$ in (2), counted between the pulse edges, is replaced by about $\tau+4t_{90}/\pi$. With $t_{90}=0.05$ µs and $\tau=0.5$ µs, the response of the integrated echo at $A=2$ MHz is 0.15 instead of 0. If $|A|$ is comparable to the bandwidth of the pulses, assumption 5 fails altogether and the finite extent of the grating must be included.

## Proof for Davies ENDOR

The first pulse drives each packet with detuning $\Omega_m$. A spin flipped with probability $P$ has its polarization changed from $1$ to $1-2P$. By (4), with $\omega=\omega_1$ and $t=t_p$,

$$M_m=1-2P(\Omega_m),\qquad
P(\Omega)=\frac{\sin^2\!\left(\frac{\pi}{2}\sqrt{1+\Omega^2/\omega_1^2}\right)}{1+\Omega^2/\omega_1^2}. \tag{8}$$

This is a hole in the polarization, centred on the microwave carrier. For $\Omega=\pm a$ the ratio is

$$\frac{|\Omega|}{\omega_1}=\frac{2\pi|A|t_p}{\pi}=2|A|t_p=|x|,$$

so $P(\pm a)$ is the function $P(A)$ in (3).

The detection pulses convert polarization linearly into an echo. With time $s$ measured from its nominal centre, the signal is

$$E(s)=\frac12\sum_m\int d\Delta\,g(\Delta)\,M'_m\,f(\Omega_m)e^{-i\Omega_ms}.$$

The function $f$ describes the detection pulses and does not depend on the RF. The gate contains the whole echo, so the time integral may be extended to infinity:

$$\int ds\,e^{-i\Omega_ms}=2\pi\delta(\Omega_m).$$

Integration thus selects the packet on resonance, $\Omega_m=0$, for which $f(0)\ne0$. For that packet (1) gives $\Omega_{-m}=\mp a$. The polarization brought in by a nuclear flip comes from a distance $A$ away in the hole pattern. Since $P(0)=1$ and $P$ is even,

$$\begin{aligned}
M'_m&=(1-\bar p)(1-2)+\bar p[1-2P(A)]\\
&=-1+2\bar p[1-P(A)] .
\end{aligned}$$

Without RF the value is $-1$. The factors $f(0)$ and $g(-am)$ are common to both experiments, and $M'_m$ is the same for both $m$, so they cancel in the ratio:

$$\frac{E_{\rm on}}{E_{\rm off}}=1-2\bar p[1-P(A)].$$

This is (3). $\square$

**Corollary 2 (one central hole).** When $p_\alpha+p_\beta\ne0$, the Davies response (3) vanishes at $A=0$ and at no other coupling. For small $|A|t_p$,

$$1-P(A)\simeq(2At_p)^2. \tag{9}$$

*Proof.* From (3), $P\le1/(1+x^2)$, which is less than 1 for $x\ne0$. For small $x$, $\sqrt{1+x^2}\simeq1+x^2/2$, so the numerator of $P$ is $\cos^2(\pi x^2/4)=1-O(x^4)$. The denominator then gives $P=1-x^2+O(x^4)$. $\square$

If $|A|$ is small compared with the width of the hole, the packets exchanged by the nuclear flip have both been inverted. Exchanging equal polarizations changes nothing. If $|A|$ is large, inverted polarization is exchanged with nearly undisturbed polarization, and $R_{\rm D}$ approaches $p_\alpha+p_\beta$.

At $x=\sqrt3$ the numerator of $P$ is $\sin^2\pi=0$, so $1-P$ first reaches 1 at $|A|=\sqrt3/(2t_p)$. Beyond it, $1/(1+x^2)\le1/4$ guarantees $1-P\ge3/4$. The weak ripples there come from the side lobes of the rectangular pulse and are not blind spots.

**Remark (choice of gate).** A shorter gate admits a range of offsets with some detection weight $W(\Omega)$. By (5) and (8), the change of the echo for each $m$ is then

$$E_{\rm on}-E_{\rm off}=2\bar p\int W(\Omega)\,[P(\Omega)-P(\Omega\mp a)]\,d\Omega .$$

It still vanishes at $A=0$, but its shape depends on $W$. The closed form (3) and the widths below belong to full integration.

## Comparing the two holes

Mims ENDOR also has a central hole, the $n=0$ blind spot. For a selective RF pulse and small $A$,

$$R_{\rm M}\simeq(\pi A\tau)^2,\qquad R_{\rm D}\simeq(2At_p)^2,\qquad
\frac{R_{\rm M}}{R_{\rm D}}\simeq\left(\frac{\pi\tau}{2t_p}\right)^2. \tag{10}$$

The factor $\sin^2(\pi A\tau)$ first reaches one half at $|A|=1/(4\tau)$. Solving $P(A)=1/2$ numerically gives $|A|\approx0.40/t_p$ for Davies ENDOR. The delay sets one width and the inversion pulse sets the other.

Lengthening $t_p$ narrows the Davies hole. It also lengthens the part of the echo that carries the hole, so the gate must grow in proportion to $t_p$. For white detector noise the noise in the integrated echo then grows as $\sqrt{t_p}$, while the integrated echo without RF does not depend on $t_p$. With a gate proportional to $t_p$, the signal-to-noise ratio follows $[1-P(A)]/\sqrt{t_p}$, which is largest near $|A|t_p=0.72$. Relaxation during the pulse eventually spoils the inversion.

Lengthening $\tau$ narrows the Mims hole but brings the other blind spots closer together. It also costs echo amplitude, which sets an optimum.

**Proposition (best Mims delay).** Suppose the echo decays as $e^{-2\tau/T_m}$, where $T_m$ is the phase-memory time and the factor 2 counts the two delays. For fixed $A\neq0$ and fixed flip probabilities, the absolute echo change is largest at the smallest positive solution of

$$\tan(\pi|A|\tau)=\pi|A|T_m. \tag{11}$$

*Proof.* The change is proportional to $F(\tau)=\sin^2(\pi A\tau)e^{-2\tau/T_m}$. Between zeros of the sine,

$$\frac{d\ln F}{d\tau}=2\pi|A|\cot(\pi|A|\tau)-\frac2{T_m},$$

which vanishes when (11) holds. The second derivative, $-2(\pi A)^2/\sin^2(\pi A\tau)$, is negative, so each lobe has one maximum. The sine factor repeats from lobe to lobe while the exponential falls, hence the first maximum is the highest. $\square$

For $\pi|A|T_m\ll1$ the optimum tends to $\tau=T_m$. The ratio $R_{\rm M}$ itself does not contain the decay, because $E_{\rm on}$ and $E_{\rm off}$ lose the same factor. The optimum concerns the signal that must be seen above fixed noise.

## Worked example

Take $\tau=0.5$ µs, $t_p=0.2$ µs and an RF $\pi$ pulse of 20 µs. These are round model parameters. For $A=1$ MHz the RF is selective, and

$$R_{\rm M}=\sin^2(\pi\times1\times0.5)=1 .$$

For Davies ENDOR, $x=2\times1\times0.2=0.4$ and $1+x^2=1.16$, so

$$R_{\rm D}=1-\frac{\sin^2\!\left(\frac{\pi}{2}\sqrt{1.16}\right)}{1.16}=0.15 .$$

Other couplings give:

| $A$ (MHz) | $R_{\rm M}$ | $R_{\rm D}$ |
|---:|---:|---:|
| 0.1 | 0.0245 | 0.0016 |
| 0.5 | 0.500 | 0.039 |
| 2.0 | 0.000 | 0.501 |
| 3.0 | 1.000 | 0.835 |
| 4.0 | 0.000 | 0.991 |

The Mims blind spots are spaced by $1/0.5=2$ MHz in $A$, or 1 MHz in RF frequency. The 2 MHz coupling is invisible at this delay. With $\tau=0.75$ µs its response is $\sin^2(1.5\pi)=1$.

The central holes reach half height at 0.50 MHz for Mims and 2.0 MHz for Davies. Doubling $t_p$ to 0.4 µs brings the latter down to 1.0 MHz. For small couplings (10) gives a response ratio of $(\pi\times0.5/0.4)^2=15.4$ in favour of Mims.

At $A=0.03$ MHz the RF pulse is no longer selective. Its nutation frequency is $1/(2\times20)=0.025$ MHz, close to the line separation, and $p_\alpha+p_\beta=1.17$. The Mims response is still only 0.0026: flipping more nuclei does not remove the central hole.

Now let $A=0.1$ MHz and $T_m=2$ µs. Equation (11) gives

$$\tau=\frac{\arctan(\pi\times0.1\times2)}{\pi\times0.1}=1.79\ \text{µs}.$$

The product of $\sin^2(\pi A\tau)$ and the echo decay rises from 0.0148 at $\tau=0.5$ µs to 0.0475 at this delay, a factor of 3.2. The price is a blind-spot spacing of $1/1.79=0.56$ MHz, so a delay chosen for the weak coupling may hide a stronger one.

The numerical check propagates the four-level density matrix through both complete sequences for a broad EPR line. It tests the responses in the table, a negative coupling, unselective RF and, for Mims ENDOR, a partial nuclear flip, without assuming the grating or the mixing rule (5).

## Computed values

```
Mims delay tau = 0.5 us; Davies pulse t_p = 0.2 us
RF pi pulse = 20.0 us; EPR line sigma = 5.0 MHz
Mims echo without RF / initial polarization = 0.5000
A (MHz) | Mims sim, formula | Davies sim, formula | p_a+p_b
 0.00 | 0.0000, 0.0000 | 0.0000, 0.0000 | 2.0000
 0.03 | 0.0026, 0.0026 | 0.0002, 0.0002 | 1.1652
 0.10 | 0.0245, 0.0245 | 0.0016, 0.0016 | 1.0022
 0.50 | 0.5000, 0.5000 | 0.0394, 0.0394 | 1.0000
-0.60 | 0.6545, 0.6545 | 0.0563, 0.0563 | 1.0000
 1.00 | 1.0000, 1.0000 | 0.1505, 0.1505 | 1.0000
 2.00 | 0.0000, 0.0000 | 0.5012, 0.5012 | 1.0000
 3.00 | 1.0000, 1.0000 | 0.8348, 0.8348 | 1.0000
 4.00 | 0.0000, 0.0000 | 0.9912, 0.9912 | 1.0000
Mims change, A = 1 MHz, RF pi/2 pulse = 0.5000
Mims change, A = 2 MHz, tau = 0.75 us = 1.0000
blind-spot spacing in A, tau = 0.5 us: 2.000 MHz
blind-spot spacing in RF frequency: 1.000 MHz
Mims central hole, half-height at A = 0.5000 MHz
Davies central hole, half-height at A = 1.9967 MHz
Davies half-height product A*t_p = 0.3993
Davies change at A = 0.9984 MHz, t_p = 0.4 us: 0.5000
small-A ratio of Mims to Davies change = 15.42
Davies change first reaches 1 at A = 4.3301 MHz
lowest Davies change beyond that coupling = 0.8836
weak coupling A = 0.1 MHz, phase memory T_m = 2.0 us
best Mims delay = 1.7857 us
sin^2 times echo decay at tau = 0.5000 us: 0.0148
sin^2 times echo decay at tau = 1.7857 us: 0.0475
```
